# Nuclear-Spin Weights of Methane's Rotational Levels through J = 6

## Problem

Methane has four equivalent protons, each of spin 1/2, at the corners of a regular tetrahedron. The central nucleus is carbon-12, which has no spin. The molecule is a rigid top in its totally symmetric electronic and vibrational ground state.

(a) Explain why the Pauli principle for all 24 proton permutations can be applied using the 12 rotations of the tetrahedral group $T$.

(b) Reduce the 16 proton spin states into the species of $T$, and find the total proton spin $I$ of each species.

(c) Reduce the rotational states of angular momentum $J$ in the same way.

(d) Find the number $g_J$ of allowed states for each space-fixed projection $M$, and the full statistical weight $(2J+1)g_J$, for $J=0$ to $6$.

The species of $T$ are called $A$, $E$ and $F$, of dimension 1, 2 and 3. Here $E$ is the real pair of two complex conjugate one-dimensional species. Their characters on a threefold rotation are $\omega=e^{2\pi i/3}$ and $\omega^*$, with $\omega+\omega^*=-1$. The characters are

| | identity | 8 $C_3$ | 3 $C_2$ |
|---|---|---|---|
| $A$ | 1 | 1 | 1 |
| $E$ | 2 | −1 | 2 |
| $F$ | 3 | 0 | −1 |

## Hints

1. Number the protons. The numbered tetrahedron and its mirror image cannot be rotated into each other. Which permutations turn one into the other?
2. The trace of a permutation on spin product states is the number of product states it leaves unchanged. All protons in one cycle must then have the same spin projection.
3. Calculate $\sum\chi_E^2/12$ before using the projection formula for $E$.
4. A permutation rotates the body-fixed frame. It acts on the body-fixed projection $K$ and leaves $M$ alone.
5. An allowed state needs a spin factor and a rotational factor whose product contains $A$.

## Solution

### (a) From 24 permutations to 12 rotations

Let $v_i$ be the four corners of a reference tetrahedron centred at the origin. Every placement of the numbered protons has the form
$$x_i=w\,R\,v_i,\qquad w=\pm1,$$
where $R$ is a proper rotation and $w$ names one of the two mirror-image frameworks.

For a permutation $p$, let $S_p$ be the orthogonal matrix with $S_pv_i=v_{p(i)}$. A transposition of two corners is a reflection, with determinant $-1$. Since determinants multiply, $\det S_p=\mathrm{sgn}(p)\equiv\sigma$. Write $S_p=\sigma R_p$; then $R_p$ is a proper rotation, because $\det(\sigma S_p)=\sigma^3\sigma=1$.

The permutation puts proton $p(i)$ where proton $i$ was:
$$x'_{p(i)}=wRv_i=wRS_p^{-1}v_{p(i)}=(\sigma w)(RR_p^{-1})v_{p(i)}.$$
Hence $w\to\sigma w$ and $R\to RR_p^{-1}$. Even permutations are pure rotations of the body frame and form $T$. Odd permutations also exchange the frameworks.

The transformed wave function has at the new configuration the value the old one had at the old configuration, so its rotational argument is $RR_p$. For the rotational functions $D^{J*}_{MK}(R)$ this gives
$$D^{J*}_{MK}(RR_p)=\sum_{K'}D^{J*}_{MK'}(R)\,D^{J*}_{K'K}(R_p).$$
The index $M$ is untouched. The trace over $K$ is the rotation character $\chi_J(R_p)$, which is real.

Protons are fermions, so allowed states are those kept by the projector
$$\Pi=\frac1{24}\sum_p\mathrm{sgn}(p)\,U_p,$$
where $U_p$ acts on spin, framework and rotation together. The trace of a projector is the dimension of the space it keeps. The framework factor has trace 2 for an even permutation and 0 for an odd one, which exchanges $w=1$ and $w=-1$. Therefore
$$g_J=\frac1{24}\sum_{p\ \mathrm{even}}2\,\chi_{\rm spin}(p)\chi_J(R_p)=\frac1{12}\sum_{T}\chi_{\rm spin}\,\chi_J .$$
This is the number of times $A$ occurs in the product of spin and rotation under $T$.

Two assumptions enter. Tunnelling between the frameworks is too slow to be resolved, so both are counted in one level. The electronic and vibrational factor is totally symmetric, so it adds no character of its own. In an excited vibrational state of another species, its character would multiply $\chi_J$.

### (b) The spin states

A permutation with $n$ cycles fixes $2^n$ product states. The identity has four cycles and character 16. A $C_3$ rotation leaves one proton in place and cycles three, so its character is $2^2=4$. A $C_2$ rotation exchanges two pairs, and its character is also 4.

For $A$ and $F$ the projection formula gives
$$n_A=\frac{16+8\cdot4+3\cdot4}{12}=5,\qquad
n_F=\frac{3\cdot16+0-3\cdot4}{12}=3.$$
For $E$, the norm is $(4+8\cdot1+3\cdot4)/12=2$, because $E$ contains two distinct species. The projection sum counts both members, so it must be halved:
$$n_E=\frac12\,\frac{2\cdot16-8\cdot4+3\cdot2\cdot4}{12}=1.$$
Thus
$$\Gamma_{\rm spin}=5A+E+3F,$$
and the dimensions add up: $5+2+9=16$.

To find $I$, count the states by total projection $M_I$. There are 1, 4 and 6 states with $M_I=2$, 1 and 0. Hence $I=2$ occurs once, $I=1$ occurs $4-1=3$ times, and $I=0$ occurs $6-4=2$ times. Permutations commute with the total spin, so each group of multiplets has a definite symmetry:

- The state with all spins up is symmetric. Lowering it preserves this symmetry, so the five $I=2$ states are the $5A$.
- The four states with one spin down have characters $(4,1,0)$. Removing the $I=2$ part, $(1,1,1)$, leaves $(3,0,-1)$, which is $F$. Thus $I=1$ gives three projections times three $F$ partners, or nine states.
- The six states with two spins down have characters $(6,0,2)$. Removing the $I=2$ and $I=1$ parts, which together have characters $(4,1,0)$, leaves $(2,-1,2)$. The two $I=0$ states form $E$.

### (c) The rotational states

A rotation through $\theta$ has character
$$\chi_J(\theta)=\sum_{K=-J}^{J}e^{-iK\theta}=1+2\sum_{K=1}^{J}\cos K\theta .$$
At $\theta=2\pi/3$ the terms $2\cos K\theta$ are $-1,-1,2$, repeated. The character is therefore $c_J=1,0,-1$ for $J$ mod $3=0,1,2$. At $\theta=\pi$ the terms alternate between $-2$ and $2$, giving $s_J=(-1)^J$.

Writing $D^J=aA+eE+fF$ and projecting,
$$a=\frac{2J+1+8c_J+3s_J}{12},$$
$$e=\frac12\,\frac{2(2J+1)-8c_J+6s_J}{12}=\frac{2J+1-4c_J+3s_J}{12},$$
$$f=\frac{3(2J+1)-3s_J}{12}=\frac{2J+1-s_J}{4}.$$
For $J=6$, $c_6=s_6=1$, so $a=(13+8+3)/12=2$, $e=(13-4+3)/12=1$ and $f=(13-1)/4=3$. The dimension is $2+2+9=13$, as required.

### (d) The statistical weights

The number of times $A$ occurs in a product of two species is the average over $T$ of the product of their characters. It is 1 for $A\times A$, 2 for $E\times E$ and 1 for $F\times F$. The mixed products give
$$A\times E:\ \frac{2-8+6}{12}=0,\quad A\times F:\ \frac{3+0-3}{12}=0,\quad E\times F:\ \frac{6+0-6}{12}=0.$$
With the spin multiplicities 5, 1 and 3 this gives
$$g_J=5\cdot1\,a+1\cdot2\,e+3\cdot1\,f=5a+2e+3f.$$
The same result follows directly from the characters:
$$g_J=\frac{16(2J+1)+32c_J+12s_J}{12}=\frac{4(2J+1)+8c_J+3(-1)^J}{3}.$$

| $J$ | $D^J$ | $g_J$ | $(2J+1)g_J$ |
|---|---|---|---|
| 0 | $A$ | 5 | 5 |
| 1 | $F$ | 3 | 9 |
| 2 | $E+F$ | 5 | 25 |
| 3 | $A+2F$ | 11 | 77 |
| 4 | $A+E+2F$ | 13 | 117 |
| 5 | $E+3F$ | 11 | 121 |
| 6 | $2A+E+3F$ | 21 | 273 |

For $J=6$, for example, $g_6=5\cdot2+2\cdot1+3\cdot3=21$ and $13\cdot21=273$. The level $J=0$ exists with $I=2$ alone, and $J=1$ with $I=1$ alone. The lowest level with $I=0$ is $J=2$.

When $J$ grows by 6, $c_J$ and $s_J$ repeat and $2J+1$ grows by 12. Hence $g_{J+6}=g_J+16$. An explicit construction of $\Pi$ over all 24 permutations confirms the weights for $J=0$ to $7$, including $g_7=19$; its results are in the numerical output.

If the central nucleus had spin $I_c$, proton permutations would not affect it, and every weight would be multiplied by $2I_c+1$.

## Variation 1: parity and fine structure

**Question.** How do the $g_J$ states divide between even and odd parity, and what weights do the components carry when a tetrahedral distortion splits a level?

**Solution.** Inversion of all positions changes $w$ to $-w$ at fixed $R$. Leave intrinsic particle parities aside. In the trace of inversion times $\Pi$, the framework factor is now 2 for odd permutations and 0 for even ones.

The six transpositions have three cycles and spin character 8. Their $S_p$ are reflections, so $R_p=-S_p$ is a rotation through $\pi$, with character $s_J$. The six four-cycles have spin character 2. They have $\mathrm{tr}\,S_p=-1$, since they fix no corner and the permutation trace is $1+\mathrm{tr}\,S_p=0$. Thus $\mathrm{tr}\,R_p=1=1+2\cos\theta$, and $\theta=\pi/2$. The rotation character is $q_J=1,1,-1,-1$ for $J$ mod $4=0,1,2,3$. With $\mathrm{sgn}(p)=-1$,
$$g_J^{\rm even}-g_J^{\rm odd}=-\frac{2}{24}\left(6\cdot8\,s_J+6\cdot2\,q_J\right)=-(4s_J+q_J).$$
For $J=2$ the difference is $-(4-1)=-3$. Since the sum is 5, there is one even state and there are four odd ones.

Now add an energy proportional to $J_x^4+J_y^4+J_z^4$, with $J_x,J_y,J_z$ the body-frame components along the cube axes of the tetrahedron. The rotations $R_p$ permute these axes up to signs, so they leave the operator unchanged. It can separate the species but cannot split the partners within one. Each $A$, $E$ or $F$ sublevel keeps its weight 5, 2 or 3 per $M$.

The weight 2 of an $E$ sublevel consists of one state of each parity. An odd permutation turns a threefold rotation of $T$ into one of the conjugate class, and so exchanges the two members of $E$. Its trace on $E$ is zero, and the parity difference vanishes.

For $J=4$, with the mean subtracted and $\hbar^4$ divided out, the operator has these eigenvalues:

| Species | $F$ | $E$ | $F$ | $A$ |
|---|---|---|---|---|
| Eigenvalue | −78 | 12 | 42 | 84 |
| Weight per $M$ | 3 | 2 | 3 | 5 |

The sign of the distortion coefficient decides whether this order or its reverse is the energy order. Counting $K$ states, the mean is zero. Counting allowed states, it is
$$\frac{3(-78)+2(12)+3(42)+5(84)}{13}=\frac{336}{13}\approx25.8.$$
The spin weights therefore move the centre of an unresolved $J=4$ level towards its $A$ component, provided the components are populated in proportion to their weights. This needs $kT$ large compared with the splitting and the spin species in equilibrium with one another. If conversion is slow and the species fractions were fixed at another temperature, the centre can lie elsewhere.

## Variation 2: thermal populations

**Question.** A model top of this kind has $B=150$ GHz and levels $hBJ(J+1)$, with distortion neglected. Which level is most populated at 50 K, and what are the hot and cold limits of the species fractions? Assume full equilibrium, including conversion between spin species.

**Solution.** Here $hB/k=7.199$ K, so $b=hB/(kT)=0.1440$ at 50 K. The populations are
$$p_J=\frac{(2J+1)g_J\,e^{-bJ(J+1)}}{Z}.$$
With $Z=44.90$, $J=3$ has
$$p_3=\frac{77\,e^{-12(0.1440)}}{44.90}\approx0.305.$$
This is the largest population; $J=2$ follows with 23.5%. Their ratio is $(77/25)e^{-6b}\approx1.30$. Without spin weights it would be $(49/25)e^{-6b}\approx0.83$, so the spin weights put $J=3$ ahead of $J=2$.

For $b\ll1$, split the weight into a smooth and an oscillating part:
$$(2J+1)g_J=\frac43(2J+1)^2+\frac{(2J+1)(8c_J+3s_J)}3 .$$
Put $x=J+\tfrac12$, so that $J(J+1)=x^2-\tfrac14$. Then $c_J=\sin(2\pi x/3)/\sin(\pi/3)$ and $s_J=\sin\pi x$. Multiplied by $2x\,e^{-bx^2}$, each becomes a smooth even function of $x$, so its sum over $J\ge0$ is half the sum over all positive and negative half-integers. Poisson summation turns such a sum into Fourier integrals of the form
$$\int_{-\infty}^{\infty}x\sin(\theta x)\,e^{-bx^2}dx=\frac{\theta\sqrt\pi}{2b^{3/2}}\,e^{-\theta^2/(4b)} .$$
The largest contribution has $\theta=2\pi/3$, so the oscillating part is smaller than the smooth part by a factor of order $e^{-\pi^2/(9b)}$. Replacing the smooth sum by an integral makes a still smaller error, of relative order $b^{-1}e^{-\pi^2/b}$. Hence
$$Z\approx\frac{16}{3}e^{b/4}\int_0^\infty x^2e^{-bx^2}dx
=\frac{16}{3}e^{b/4}\frac{\sqrt\pi}{4b^{3/2}}
=\frac43\sqrt\pi\,b^{-3/2}e^{b/4}.$$
At 50 K this gives 44.84, about 0.1% below the direct sum. At 300 K both give 639.59.

The smooth parts of $a$, $e$ and $f$ are $(2J+1)/12$, $(2J+1)/12$ and $(2J+1)/4$. Multiplication by the sublevel weights 5, 2 and 3 gives the hot ratio
$$A:E:F=\frac5{12}:\frac2{12}:\frac34=5:2:9.$$
These are the numbers of spin states in each species. The corresponding fractions, 31.25%, 12.50% and 56.25%, are reached at 300 K to the printed digits.

At 10 K the fractions are 66.9%, 1.8% and 31.3%. As $T\to0$ all molecules go to $J=0$, which is $A$ with $I=2$. If conversion between spin species is too slow during cooling, the species fractions stay at their earlier values. Each species then relaxes towards its own lowest level: $J=0$ for $A$, $J=1$ for $F$ and $J=2$ for $E$.

## Computed values

```
Spin characters (1, C3, C2): 16 4 4
Spin multiplicities (A, E, F): 5 1 3
Spin states in (A, E, F): 5 2 9
Total proton spin I of (A, E, F): 2 0 1
Per M: J | a e f | g_J | even odd parity | (2J+1)g_J
0 | 1 0 0 | 5 | 0 5 | 5
1 | 0 0 1 | 3 | 3 0 | 9
2 | 0 1 1 | 5 | 1 4 | 25
3 | 1 0 2 | 11 | 8 3 | 77
4 | 1 1 2 | 13 | 4 9 | 117
5 | 0 1 3 | 11 | 7 4 | 121
6 | 2 1 3 | 21 | 9 12 | 273
Explicit g_7, and g_7 - g_1: 19 16
Quartic sublevels: J | shifted eigenvalue (1) | K states | weight
4 | -78.000 | 3 | 3
4 | 12.000 | 2 | 2
4 | 42.000 | 3 | 3
4 | 84.000 | 1 | 5
6 | -378.000 | 1 | 5
6 | -288.000 | 3 | 3
6 | -186.219 | 3 | 3
6 | 198.000 | 1 | 5
6 | 306.219 | 3 | 3
6 | 342.000 | 2 | 2
Model B = 150 GHz; hB/k = 7.1989 K
Equilibrium populations at 50 K: J | percent
0 | 11.136
1 | 15.030
2 | 23.472
3 | 30.474
4 | 14.635
5 | 3.587
6 | 1.438
Population above J = 6 at 50 K: 0.228 %
Partition sum at 50 K: 44.8974; hot formula: 44.8440
Species percentages: T (K) | A E F
10 | 66.935 1.780 31.286
50 | 31.361 12.455 56.183
300 | 31.250 12.500 56.250
Partition sum at 300 K: 639.5948; hot formula: 639.5948
```
